# Nonparabolicity of the Metal-s, Oxygen-p Chain Exceeds the Inverse Gap

Take the chain of alternating metal and oxygen atoms from the worked example below, which has a gap of 3.0 eV, and put electrons into its conduction band up to the wavevector $1.436\ \mathrm{nm^{-1}}$. The mass that relates momentum to velocity is there 26 % larger than at the band bottom. A simple estimate, a nonparabolic band whose coefficient is the inverse gap, gives 18 %. The inverse gap does appear in the exact dispersion law of this chain, so the shortfall needs an explanation.

## The model and the two statements

Each cell, of length $a$, holds one metal s orbital and one oxygen p orbital pointing along the chain (a $\sigma$ orbital). The oxygen sits midway between two metals. The orbitals are taken as orthonormal, and only nearest neighbours are coupled. The s level is the zero of energy and the p level lies at $-E_g$, with $E_g>0$.

A p orbital has two lobes of opposite sign. It turns one lobe to the metal on its left and the other to the metal on its right, so its two couplings have equal size and opposite sign. Let oxygen $n$ lie to the right of metal $n$. I choose the sign of the p orbitals so that

$$\langle s_n|H|p_n\rangle=+t,\qquad \langle s_{n+1}|H|p_n\rangle=-t,\qquad t>0.$$

The conduction branch then obeys

$$E\left(1+\frac{E}{E_g}\right)=\frac{4t^2}{E_g}\sin^2\frac{ka}{2}.\tag{1}$$

Nonparabolicity is defined here by a different relation, the Kane form, which has $k^2$ on the right:

$$E(1+\alpha E)=\gamma,\qquad \gamma=\frac{\hbar^2k^2}{2m^*}.\tag{2}$$

Here $m^*$ is the mass at the band bottom. Matching (2) to (1) through order $k^4$ gives

$$m^*=\frac{\hbar^2E_g}{2t^2a^2},\qquad \alpha=\frac1{E_g}+\frac{E_g}{12t^2}.\tag{3}$$

The inverse gap is therefore the coefficient with respect to the lattice variable $\sin^2(ka/2)$. With respect to $k^2$ there is a second, positive term. Both (1) and (3) are derived below in two ways.

## First derivation: Bloch waves and a square root

In a periodic chain the amplitudes can be written as $Se^{ikna}$ on metal $n$ and $Pe^{ik(n+1/2)a}$ on oxygen $n$. Metal $n$ couples to oxygen $n$ with $+t$ and to oxygen $n-1$ with $-t$. After the common phase is divided out, the Schrödinger equation on the metal reads

$$ES=t\left(e^{ika/2}-e^{-ika/2}\right)P=2it\sin\frac{ka}{2}\,P.$$

Oxygen $n$ couples to metal $n$ with $+t$ and to metal $n+1$ with $-t$:

$$(E+E_g)P=t\left(e^{-ika/2}-e^{ika/2}\right)S=-2it\sin\frac{ka}{2}\,S.$$

Multiply the first equation by $E+E_g$ and insert the second. Since $(2i)(-2i)=4$,

$$E(E+E_g)=4t^2\sin^2\frac{ka}{2}.\tag{4}$$

Division by $E_g$ gives (1). At $k=0$ the roots are $0$ and $-E_g$, so $E_g$ is the gap at that point. It is also the smallest separation of the two branches, because the right side of (4) pushes the roots apart.

The opposite signs of the couplings put the sine here. At $k=0$ all metal orbitals have the same phase, the two contributions on each oxygen cancel, and the conduction state is pure s. Away from $k=0$ the oxygen equation and (4) give

$$\frac{|P|^2}{|S|^2}=\frac{4t^2\sin^2(ka/2)}{(E+E_g)^2}=\frac{E}{E+E_g},$$

so the oxygen share of the state is $E/(2E+E_g)$. It is zero at the band bottom and grows with the energy of the state.

To find $\alpha$, call the right side of (1) $X$. The upper root is

$$E=\frac{E_g}{2}\left(\sqrt{1+\frac{4X}{E_g}}-1\right).$$

With $\sqrt{1+y}=1+y/2-y^2/8+\dots$ this becomes

$$E=X-\frac{X^2}{E_g}+\dots$$

The variable $X$ is itself not quadratic in $k$. From $\sin^2(ka/2)=k^2a^2/4-k^4a^4/48+\dots$,

$$X=\frac{t^2a^2k^2}{E_g}-\frac{t^2a^4k^4}{12E_g}+\dots$$

The first term is $\gamma$, which fixes $m^*$ as in (3). Since $\gamma^2=t^4a^4k^4/E_g^2$, the second term equals $-\gamma^2E_g/(12t^2)$. Hence

$$E=\gamma-\left(\frac1{E_g}+\frac{E_g}{12t^2}\right)\gamma^2+\dots$$

The Kane form (2), solved to the same order, is $E=\gamma-\alpha\gamma^2+\dots$. Comparison gives $\alpha$ in (3).

## Second derivation: removing the oxygens in real space

Now leave $k$ aside and write the equations for the amplitudes $s_n$ and $p_n$:

$$Es_n=t(p_n-p_{n-1}),\qquad (E+E_g)p_n=t(s_n-s_{n+1}).$$

For $E\neq-E_g$ the second equation can be solved for $p_n$. The oxygen amplitude is proportional to the difference between the neighbouring metal amplitudes. Inserted into the first equation, it gives

$$Es_n=\frac{t^2}{E+E_g}\left[(s_n-s_{n+1})-(s_{n-1}-s_n)\right]
=\frac{t^2}{E+E_g}\left(2s_n-s_{n+1}-s_{n-1}\right).\tag{5}$$

This is a chain of metals alone, with an effective hopping $t^2/(E+E_g)$ that weakens as the energy rises through the conduction band, because the state moves away from the oxygen level. A wave $s_n=e^{ikna}$ turns the bracket into $2-2\cos ka=4\sin^2(ka/2)$, and (4) follows again.

For $\alpha$ no square root is needed. Let $s_n=s(na)$ with a function $s(x)$ that varies slowly over one cell. In the Taylor series of $s(x+a)+s(x-a)$ the odd terms cancel, so

$$2s(x)-s(x+a)-s(x-a)=-a^2s''-\frac{a^4}{12}s''''-\dots$$

For a plane wave $s''=-k^2s$ and $s''''=k^4s$. Multiplying (5) by $(E+E_g)/E_g$ gives

$$E+\frac{E^2}{E_g}=\frac{t^2}{E_g}\left(a^2k^2-\frac{a^4k^4}{12}\right)=\gamma-\frac{E_g}{12t^2}\gamma^2.$$

In the last term, which is already of second order, $\gamma$ may be replaced by $E$. Moving that term to the left yields

$$E+\left(\frac1{E_g}+\frac{E_g}{12t^2}\right)E^2=\gamma,$$

which is (2) with the $\alpha$ of (3). The two terms now have separate origins. The inverse gap comes from the energy dependence of the effective hopping. The other term comes from the discreteness of the lattice, and by (3) it can be written without $t$:

$$\frac{E_g}{12t^2}=\frac{m^*a^2}{6\hbar^2}.\tag{6}$$

At given mass and period it does not depend on the gap.

## What each derivation assumes

The first derivation assumes periodicity from the start. In return it treats both branches together, gives the composition of the states, and holds at every $k$ until the series is taken.

The second assumes $E\neq-E_g$, so it passes over the pure oxygen state at $k=0$. Equation (5) is written for equal cells, but the elimination itself does not need periodicity and also works for an irregular chain. Suppose that all metal levels are equal, while oxygen $n$ has its own depth $E_{g,n}>0$ and its own coupling $t_n$, the same in size to both sides. Multiplying the analogue of (5) by $s_n^*$ and summing over a closed chain gives

$$E\sum_n|s_n|^2=\sum_n\frac{t_n^2}{E+E_{g,n}}|s_n-s_{n+1}|^2.$$

For energies above all the oxygen levels the right side cannot be negative, so $E\ge0$. The uniform state, with all $s_n$ equal, reaches $E=0$. Under these conditions disorder on the oxygens does not move the conduction bottom or localize its lowest state. Unequal metal levels break the argument. With unequal couplings $t_n$ and $t_n'$ on the two sides of an oxygen the numerators become $|t_ns_n-t_n's_{n+1}|^2$, so $E\ge0$ still holds, but the uniform state is no longer a solution, and on a closed chain $E=0$ is reached only if the products of the $t_n$ and of the $t_n'$ are equal.

The expansions that give $\alpha$ use $ka\ll1$ and $4\gamma\ll E_g$. The Kane form itself can hold further: if $E_g\ll t$, it remains a good approximation for $ka\ll1$ even when $4\gamma$ exceeds $E_g$.

## Two limits

If $E_g\ll t$, the inverse gap dominates (3). Near the bottom, (4) becomes $E(E+E_g)\approx t^2a^2k^2$, and the band turns from a parabola into a nearly straight line while $ka$ is still small. As long as $ka\ll1$, the inverse-gap estimate is accurate here.

If $E_g\gg t$, then $E\ll E_g$ in the whole band and (1) reduces to

$$E\approx\frac{4t^2}{E_g}\sin^2\frac{ka}{2}=\frac{2t^2}{E_g}(1-\cos ka).$$

This is the band of a single-orbital chain with hopping $t^2/E_g$. It is clearly nonparabolic, yet the inverse gap tends to zero. The lattice term $E_g/(12t^2)$ carries the whole effect.

Between the limits, the lattice term relative to the inverse gap is $E_g^2/(12t^2)$. It stays below 10 % if $E_g<t\sqrt{1.2}$. At fixed $t$, the condition $d\alpha/dE_g=-1/E_g^2+1/(12t^2)=0$ puts the minimum of $\alpha$ at $E_g=2\sqrt3\,t$. A wider gap beyond that point makes $\alpha$ larger.

## The mass at finite filling

The momentum mass is $m_p=\hbar^2k/(dE/dk)$. Differentiating (1), with $d\sin^2(ka/2)/dk=(a/2)\sin ka$, gives

$$\left(1+\frac{2E}{E_g}\right)\frac{dE}{dk}=\frac{2t^2a}{E_g}\sin ka,$$

and therefore

$$m_p=m^*\left(1+\frac{2E}{E_g}\right)\frac{ka}{\sin ka}.\tag{7}$$

The first factor is the one an inverse-gap coefficient would supply. The second is the lattice factor. For small $ka$ it is $1+k^2a^2/6$, and $k^2a^2\approx E_gE/t^2$, so $m_p\approx m^*(1+2\alpha E)$ with the full $\alpha$. At the zone boundary $m_p$ diverges because the velocity vanishes there, which the Kane form cannot reproduce.

## Worked example

The round parameters are $E_g=3.0$ eV, $t=1.5$ eV and $a=0.44$ nm. With $\hbar^2/m_e=0.0762\ \mathrm{eV\,nm^2}$,

$$\frac{m^*}{m_e}=\frac{0.0762\times3.0}{2\times1.5^2\times0.44^2}=0.262,$$

$$\alpha=\frac1{3.0}+\frac{3.0}{12\times1.5^2}=0.333+0.111=0.444\ \mathrm{eV^{-1}}.$$

The lattice term adds a third to the inverse gap. It would fall to 10 % at a gap of 1.64 eV with $t$ unchanged. Two numerical tests support these formulas. The levels of a closed ring of 40 cells, found by diagonalizing the site-by-site matrix, satisfy (1) within $4\times10^{-15}$ eV. A fit to numerical bands near $k=0$ returns $\alpha=0.4444\ \mathrm{eV^{-1}}$.

The electron density is $n=10^{20}\ \mathrm{cm^{-3}}=0.1\ \mathrm{nm^{-3}}$. A single chain has no volume density, so I borrow the count for a spherical three-dimensional Fermi surface:

$$k_F=(3\pi^2n)^{1/3}=1.436\ \mathrm{nm^{-1}},\qquad k_Fa=0.632.$$

At this wavevector the energies above the band bottom are:

| Description | Energy (eV) |
|---|---|
| Parabola | 0.299 |
| Kane form, $\alpha=1/E_g$ | 0.274 |
| Kane form, full $\alpha$ | 0.268 |
| Chain, equation (1) | 0.266 |

The inverse-gap form is 3 % too high relative to the chain, and the full $\alpha$ lowers this error to 0.6 %. The mass is more sensitive. Equation (7) gives

$$\frac{m_p}{m^*}=\left(1+\frac{2\times0.266}{3.0}\right)\frac{0.632}{\sin0.632}=1.177\times1.070=1.26,$$

or $m_p=0.33\,m_e$. The Kane form gives 1.18 with the inverse gap and 1.24 with the full $\alpha$; the remaining difference comes from orders beyond $k^4$. The opening discrepancy is thus mainly the lattice factor 1.07. The oxygen share at $k_F$ is $0.266/(3.0+0.532)$, about 8 %.

## What the model leaves out

**Direct metal–metal hopping.** Let neighbouring s orbitals couple with $-\tau$. Measured from the new band bottom, the s level becomes $2\tau(1-\cos ka)=4\tau q$, where $q=\sin^2(ka/2)$. Keeping $E_g$ as the gap at $k=0$,

$$(E-4\tau q)(E+E_g)=4t^2q\ \Rightarrow\ E(E+E_g)=4q(T+\tau E),\quad T=t^2+\tau E_g.$$

The leading term replaces $t^2$ by $T$ in the mass. The factor $1+\tau E/T$ adds $\tau E^2/T$ on the right in second order, so

$$\alpha=\frac1{E_g}-\frac{\tau}{T}+\frac{E_g}{12T}.$$

For an illustrative $\tau=0.1$ eV, the mass falls by 12 % to $0.23\,m_e$ and $\alpha$ falls to $0.39\ \mathrm{eV^{-1}}$.

**Overlap of s and p orbitals.** Let the overlap have size $\sigma$ and the sign opposite to the coupling. Each coupling $\pm t$ in $H-E$ then becomes $\pm(t+\sigma E)$, with $t$ defined for energies counted from the band bottom. Thus $E(E+E_g)=4(t+\sigma E)^2q$. The mass is unchanged, and the expansion $(t+\sigma E)^2\approx t^2(1+2\sigma E/t)$ lowers $\alpha$ by $2\sigma/t$. For $\sigma=0.1$ this is $0.133\ \mathrm{eV^{-1}}$, which leaves $\alpha=0.311\ \mathrm{eV^{-1}}$, slightly below the inverse gap. With direct hopping alone, $\alpha$ exceeds $1/E_g$ as long as $\tau<E_g/12$, here 0.25 eV. With overlap alone, the condition is $\sigma<E_g/(24t)$, here 0.083. Direct oxygen–oxygen hopping acts the other way: a coupling $+V$ between neighbouring p orbitals gives $E(E+E_g+4Vq)=4t^2q$ at fixed gap, which leaves the mass unchanged and raises $\alpha$ by $V/t^2$, to $0.49\ \mathrm{eV^{-1}}$ for $V=0.1$ eV.

**Three dimensions.** In a cubic network with an oxygen on each straight metal–metal link, each metal has six oxygen neighbours, two along each axis. At a given wavevector the s Bloch wave therefore couples to three $\sigma$ Bloch waves, one per axis. Eliminating them as before adds their contributions:

$$E(E+E_g)=4t^2\sum_i\sin^2\frac{k_ia}{2}.$$

The quartic term now contains $\sum_ik_i^4=k^4\sum_in_i^4$ for a unit direction $\mathbf n$, so the lattice part of $\alpha$ is multiplied by $\sum_in_i^4$. It is full along [100] and one third along [111], where $\alpha=0.37\ \mathrm{eV^{-1}}$. At $k_F$ the energies in these two directions, 0.266 and 0.272 eV, differ by 2 %. The mass differs more: $m_p/m^*$ is 1.26 along [100], 1.22 along [110] and 1.21 along [111], and the conductivity mass of the network at $10^{20}\ \mathrm{cm^{-3}}$ is $1.23\,m^*$. The chain value 1.26 is therefore the largest of these, and in three dimensions the excess over the inverse-gap value 1.18 is smaller.

**Bent bonds.** Place all oxygens on one side of the metal row, each bond tilted by $\beta$ from the axis. The p orbital along the row couples with $2it\cos\beta\sin(ka/2)$. The perpendicular one couples with the same sign to both metals, which gives $2t\sin\beta\cos(ka/2)$. With $E'$ measured from the s level,

$$E'(E'+E_g)=4t^2\left[\cos^2\!\beta\,q+\sin^2\!\beta\,(1-q)\right]=4t^2\left[\sin^2\!\beta+q\cos2\beta\right].$$

For $\beta<45^\circ$ the bottom is at $k=0$, at the energy $E_0$ with $E_0(E_0+E_g)=4t^2\sin^2\beta$. Setting $E'=E_0+E$ and subtracting this relation gives

$$E(E+D)=4t^2\cos2\beta\,\sin^2\frac{ka}{2},\qquad D=E_g+2E_0.$$

The law keeps its form, but $D$ is not the gap. One combination of the two p orbitals does not couple and stays at $-E_g$, so the gap is $E_g+E_0$. For a metal–oxygen–metal angle of 130°, with bond length, $t$ and $E_g$ held fixed, the gap is 3.46 eV and $D=3.93$ eV. Even the lattice coefficient, $1/D=0.25\ \mathrm{eV^{-1}}$, then differs from the inverse gap, $0.29\ \mathrm{eV^{-1}}$. The mass rises to $0.65\,m_e$.

**Temperature.** At 300 K, $k_BT=26$ meV. For a parabolic three-dimensional gas with the same $k_F$, the chemical potential lies 1.9 meV below its zero-temperature value of 299 meV, so the gas is degenerate. With the chain dispersion taken as a spherical band, the shift is 3.3 meV below 266 meV, which leads to the same conclusion.

## Beside indium oxide

The parameters lie in the rough regime of indium oxide, whose gap is near 3 eV and whose electron mass is roughly 0.2 to 0.3 $m_e$. In the model, however, $E_g$ is the distance to the oxygen level that couples to the s band; in the oxide the topmost valence states couple only weakly and the strongly coupled ones lie deeper, so $E_g$ need not equal the fundamental gap. The density is in the range of transparent conductors; at lower densities the mass correction is smaller. The straight chain is an assumption that the real material plainly breaks, since its metal–oxygen–metal links are bent. The bent chain shows how much this could matter: its mass is 2.5 times that of the straight one, the product of 1.56 from the weaker dispersive coupling ($1/\cos2\beta$), 1.31 from $D/E_g$ and 1.22 from the shorter period. It is a warning and not a model of the crystal, in which each oxygen has four metal neighbours. For ideal tetrahedral bonds of equal strength the four bond directions sum to zero, so the s–p coupling at $k=0$ cancels as in the straight chain. With distorted bonds the cancellation is in general incomplete. The lattice term also changes with coordination: in an ideal fluorite-type network with the same bond length, $t$ and $E_g$, $\alpha$ is $0.375\ \mathrm{eV^{-1}}$ along [100] and $0.39\ \mathrm{eV^{-1}}$ along [111]. The value $0.44\ \mathrm{eV^{-1}}$ is thus a property of the chain, and the overlap estimate alone shifts it by 30 %. The full numerical output follows.

## Computed results

```
Gap Eg: 3.00 eV
Coupling t: 1.50 eV
Period a: 0.44 nm
Electron density: 1.0e+20 cm^-3
Largest ring error in the law: 4e-15 eV
hbar^2/m_e: 0.07620 eV nm^2
Band-bottom mass: 0.2624 m_e
Conduction band width: 1.8541 eV
Inverse gap: 0.3333 1/eV
Lattice excess in alpha: 0.1111 1/eV
Kane alpha, formula: 0.4444 1/eV
Kane alpha, fitted to bands: 0.4444 1/eV
Excess relative to inverse gap: 33.3 %
Gap at which the excess is 10 %: 1.643 eV
Wavevector kF: 1.4360 1/nm
Phase kF a: 0.6318 rad
Parabolic energy at kF: 0.2994 eV
Exact chain energy at kF: 0.2660 eV
Kane energy, alpha = 1/Eg: 0.2743 eV
Kane energy, corrected alpha: 0.2676 eV
Momentum mass at kF: 0.3305 m_e
Mass ratio at kF, exact: 1.2595
Mass ratio at kF, Kane 1/Eg: 1.1829
Mass ratio at kF, Kane corrected: 1.2378
s-s hopping assumed: 0.10 eV
Mass with s-s hopping: 0.2315 m_e
Alpha with s-s hopping: 0.3922 1/eV
s-p overlap assumed: 0.10
Alpha with overlap: 0.3111 1/eV
Cubic network alpha along [100]: 0.4444 1/eV
Cubic network alpha along [110]: 0.3889 1/eV
Cubic network alpha along [111]: 0.3704 1/eV
Cubic network energy at kF along [111]: 0.2715 eV
Bent chain: metal-O-metal angle: 130 deg
Bent chain: period: 0.3988 nm
Bent chain: rise of band bottom E0: 0.4640 eV
Bent chain: true gap: 3.4640 eV
Bent chain: D = Eg + 2 E0: 3.9281 eV
Bent chain: inverse true gap: 0.2887 1/eV
Bent chain: lattice coefficient 1/D: 0.2546 1/eV
Bent chain: Kane alpha: 0.4809 1/eV
Bent chain: mass: 0.6507 m_e
Temperature: 300 K
Thermal energy kT: 0.0259 eV
Thermal shift of chemical potential: -1.86 meV
```
